# Counting independent helicity amplitudes in elastic two-body scattering

## The question

Two particles with spins \(s_1\) and \(s_2\) scatter elastically in their centre-of-mass frame, with relative momentum \(\mathbf k\) before and \(\mathbf k'\) after the collision, \(|\mathbf k'|=|\mathbf k|=k\). Atomic units are used in the algebra. The scattering amplitude is a matrix \(M(\mathbf k',\mathbf k)\) in the space of the two spins. The \(z\) axis lies along \(\mathbf k\), and \(\mathbf k'=k(\sin\theta,0,\cos\theta)\).

Particle 2 moves along \(-\mathbf k\), so its helicity \(\lambda_2\) is a spin projection \(-\lambda_2\) on \(z\). With \(\mathbf S=\mathbf s_1+\mathbf s_2\) and \(R(\theta)=e^{-i\theta S_y}\), written \(R\) for short, the helicity amplitudes are

\[
f_{\lambda_3\lambda_4;\lambda_1\lambda_2}=\langle b|R^\dagger M(\mathbf k',\mathbf k)|a\rangle,\qquad
|a\rangle=|\lambda_1,-\lambda_2\rangle,\quad |b\rangle=|\lambda_3,-\lambda_4\rangle .
\]

The kets are labelled by \(z\) projections, and final helicities stand first in \(f\). Put \(\lambda=\lambda_1-\lambda_2\) and \(\mu=\lambda_3-\lambda_4\); these are the eigenvalues of \(S_z\) in \(|a\rangle\) and \(|b\rangle\).

Amplitudes are called independent if no linear relation holds among them, at the given energy and angle, for all interactions with the stated symmetries. Unitarity is not imposed: it is nonlinear and connects different angles. Unless stated otherwise, \(\theta\) is generic: not \(0\) or \(\pi\), and for identical particles not \(\pi/2\).

## (a) Rotations

**What does rotation invariance imply, and how many amplitudes does it leave?**

*Answer.* Let \(D(G)\) represent the rotation \(G\) on the spins. Invariance means

\[
D(G)\,M(\mathbf k',\mathbf k)\,D(G)^\dagger=M(G\mathbf k',G\mathbf k).
\]

Any pair of momenta with the same \(k\) and \(\theta\) can be rotated into the chosen plane, so the amplitudes depend on energy and \(\theta\) alone. No rotation except the identity leaves two non-collinear vectors fixed, so \(M\) at one configuration is unrestricted. There remain \((2s_1+1)^2(2s_2+1)^2\) amplitudes: 4 for spin 1/2 on spin 0, and 16 for two spins 1/2.

## (b) Parity

**Find the relation that parity adds.**

*Answer.* In elastic scattering the intrinsic parities occur twice and cancel. Parity reverses momenta and leaves spins alone, so \(M(-\mathbf k',-\mathbf k)=M(\mathbf k',\mathbf k)\). A half turn about \(y\), \(U=e^{-i\pi S_y}\), also reverses both momenta, since they lie in the \(xz\) plane. Hence

\[
UMU^\dagger=M(-\mathbf k',-\mathbf k)=M .
\]

For one spin 1/2, \(U=-i\sigma_y\) gives \(|+\rangle\to|-\rangle\) and \(|-\rangle\to-|+\rangle\). A spin \(s\) is a symmetric combination of \(2s\) such spins, of which \(s-m\) point down, so \(U|m\rangle=(-1)^{s-m}|-m\rangle\). For the pair,

\[
U|\lambda_1,-\lambda_2\rangle=(-1)^{s_1-\lambda_1+s_2+\lambda_2}|-\lambda_1,\lambda_2\rangle
=(-1)^{s_1+s_2-\lambda}|-\lambda_1,\lambda_2\rangle ,
\]

which is the state with both helicities reversed. Since \(U\) commutes with \(R\),

\[
\langle b|R^\dagger M|a\rangle=\langle b|R^\dagger U^\dagger MU|a\rangle=\langle Ub|R^\dagger M|Ua\rangle .
\]

The exponents \(s_1+s_2-\lambda\) and \(s_1+s_2-\mu\) are integers, so the sign of the first may be reversed. Their sum then becomes \(\lambda-\mu\):

\[
f_{\lambda_3\lambda_4;\lambda_1\lambda_2}=(-1)^{\lambda-\mu}f_{-\lambda_3-\lambda_4;-\lambda_1-\lambda_2}.
\tag{P}
\]

An amplitude could be its own partner only if all helicities were zero, which a spin 1/2 excludes. The amplitudes therefore form pairs, and the counts 4 and 16 become 2 and 8.

## (c) Time reversal

**Find the relation that time reversal adds.**

*Answer.* Time reversal \(\Theta\) is antiunitary, \(\langle\Theta\phi|\Theta\psi\rangle=\langle\psi|\phi\rangle\), and an invariant transition operator obeys \(\Theta T\Theta^{-1}=T^\dagger\). Therefore

\[
\langle\phi|T\psi\rangle=\langle\Theta T\psi|\Theta\phi\rangle=\langle T^\dagger\Theta\psi|\Theta\phi\rangle=\langle\Theta\psi|T|\Theta\phi\rangle .
\]

On the basis states \(\Theta|\mathbf k,m\rangle=|-\mathbf k\rangle\,U|m\rangle\), and \(U\) is a real matrix because \(S_y\) is imaginary. In spin space this reads

\[
M(\mathbf k',\mathbf k)^{T}=U^\dagger M(-\mathbf k,-\mathbf k')\,U .
\]

The original momenta are restored by a half turn. Let \(\mathbf q=\mathbf k'-\mathbf k\) and \(\mathbf P=\mathbf k'+\mathbf k\); they are perpendicular because \(|\mathbf k'|=|\mathbf k|\). A half turn \(D_q\) about \(\mathbf q\) keeps \(\mathbf q\) and reverses \(\mathbf P\), so \(\mathbf k=(\mathbf P-\mathbf q)/2\to-\mathbf k'\) and \(\mathbf k'=(\mathbf P+\mathbf q)/2\to-\mathbf k\). Hence \(M(-\mathbf k,-\mathbf k')=D_qMD_q^\dagger\) and

\[
M^T=DMD^\dagger,\qquad D=U^\dagger D_q .
\]

Half turns about the perpendicular axes \(\mathbf q\) and \(y\) combine into a half turn about the third axis, \(\mathbf P\), up to a sign that cancels in \(DMD^\dagger\). The vector \(\mathbf P\) lies at polar angle \(\theta/2\). With \(Z=e^{-i\pi S_z}\), which reverses \(S_y\) so that \(ZR^\dagger=RZ\) for any angle,

\[
D=R(\tfrac\theta2)\,Z\,R(\tfrac\theta2)^\dagger=R(\tfrac\theta2)R(\tfrac\theta2)Z=RZ .
\]

Since \(R\) is real, transposing the matrix element gives

\[
\langle b|R^\dagger M|a\rangle=\langle a|M^TR|b\rangle=\langle a|RZMZ^\dagger R^\dagger R|b\rangle
=\langle a|ZR^\dagger MZ^\dagger|b\rangle .
\]

Here \(\langle a|Z=e^{-i\pi\lambda}\langle a|\) and \(Z^\dagger|b\rangle=e^{i\pi\mu}|b\rangle\). As \(\lambda-\mu\) is an integer,

\[
f_{\lambda_3\lambda_4;\lambda_1\lambda_2}=(-1)^{\lambda-\mu}f_{\lambda_1\lambda_2;\lambda_3\lambda_4}.
\tag{T}
\]

## (d) Spin 1/2 on spin 0

**Count the amplitudes and express them through the general form of \(M\).**

*Answer.* Only the helicity of particle 1 is written. Relation (P) gives

\[
f_{-;-}=f_{+;+},\qquad f_{-;+}=-f_{+;-}.
\]

Relation (T) says nothing about the diagonal amplitudes and repeats the second equation. There are two independent amplitudes, and time reversal is automatic once parity holds. Without parity, time reversal would leave three.

In matrix form, parity requires \(M\) to commute with \(\sigma_y\), so \(M=g+ih\sigma_y\). With \(c=\cos(\theta/2)\), \(s=\sin(\theta/2)\) and \(R^\dagger=c+is\sigma_y\),

\[
R^\dagger M=(cg-sh)+i\sigma_y(sg+ch),\qquad i\sigma_y=\begin{pmatrix}0&1\\-1&0\end{pmatrix},
\]
\[
f_{+;+}=cg-sh,\qquad f_{+;-}=sg+ch .
\]

If \(h=0\) the spin keeps its direction in space, yet \(f_{+;-}=sg\neq0\): the momentum turns away from the spin. A helicity flip is therefore not by itself evidence of a spin-dependent force.

## (e) Two distinct spin-1/2 particles

**List a set of independent amplitudes and find the unpolarized cross section.**

*Answer.* Parity leaves eight representatives. Six of them are named

\[
\begin{aligned}
\phi_1&=f_{++;++}, &\phi_2&=f_{++;--}, &\phi_3&=f_{+-;+-},\\
\phi_4&=f_{+-;-+}, &\phi_5&=f_{++;+-}, &\phi_6&=f_{++;-+},
\end{aligned}
\]

and the other two are \(f_{+-;++}\) and \(f_{-+;++}\). For these \(\lambda=0\) and \(\mu=\pm1\), so (T) gives

\[
f_{+-;++}=-\phi_5,\qquad f_{-+;++}=-\phi_6 .
\]

Time reversal does not restrict the first four. It maps \(\phi_1\) and \(\phi_3\) to themselves with a plus sign. It equates \(\phi_2\) with \(f_{--;++}\) and \(\phi_4\) with \(f_{-+;+-}\), which parity has already done with the same sign. Six amplitudes remain.

Among the 16 matrix elements, each of \(\phi_1,\dots,\phi_4\) occurs twice in magnitude, and each of \(\phi_5,\phi_6\) four times (two parity partners, each with a time-reversed partner). Averaging over four initial and summing over four final spin states gives

\[
\frac{d\sigma}{d\Omega}=\tfrac14\sum|f|^2=\tfrac12\left(|\phi_1|^2+|\phi_2|^2+|\phi_3|^2+|\phi_4|^2+2|\phi_5|^2+2|\phi_6|^2\right).
\]

## (f) Two identical spin-1/2 particles

**How does exchange symmetry change the count, and what does antisymmetrization add?**

*Answer.* Let \(X\) swap the two spins. Interchanging the particle labels also reverses the relative momenta, so an interaction between identical particles obeys

\[
XM(\mathbf k',\mathbf k)X=M(-\mathbf k',-\mathbf k)=UMU^\dagger .
\]

The last step is the half turn about \(y\); parity is not used. Thus \(M=(UX)^\dagger M(UX)\), and \(UX\) commutes with \(R\). With \(s_1=s_2=s\),

\[
UX|\lambda_1,-\lambda_2\rangle=U|-\lambda_2,\lambda_1\rangle=(-1)^{2s-\lambda}|\lambda_2,-\lambda_1\rangle ,
\]

which is the state with the two helicities interchanged. The signs combine as in part (b):

\[
f_{\lambda_3\lambda_4;\lambda_1\lambda_2}=(-1)^{\lambda-\mu}f_{\lambda_4\lambda_3;\lambda_2\lambda_1}.
\tag{X}
\]

For \(\phi_6\), \(\lambda=-1\) and \(\mu=0\), so \(\phi_6=-\phi_5\). Relation (X) maps \(\phi_1\) and \(\phi_2\) to themselves with a plus sign and repeats parity for \(\phi_3\) and \(\phi_4\). Five amplitudes remain. If time reversal were dropped, \(f_{+-;++}\) would be one further independent amplitude, with \(f_{-+;++}\) tied to it by (X), making six.

For fermions the physical amplitude is \(M^A(\mathbf k',\mathbf k)=M(\mathbf k',\mathbf k)-XM(-\mathbf k',\mathbf k)\). It inherits the symmetries above and satisfies in addition

\[
M^A(\mathbf k',\mathbf k)=-XM^A(-\mathbf k',\mathbf k).
\]

The vector \(-\mathbf k'\) is obtained by a half turn about \(z\) from \(\mathbf k''\), which lies in the \(xz\) plane at angle \(\pi-\theta\). With \(M''=M^A(\mathbf k'',\mathbf k)\), and using \(R^\dagger Z=ZR\),

\[
f(\theta)=-\langle Xb|R^\dagger ZM''Z^\dagger|a\rangle=-(-1)^{\lambda-\mu}\langle Xb|R\,M''|a\rangle .
\]

Next, \(R(\theta)=UR(\pi-\theta)^\dagger\). The total spin is an integer, so \(U^2=1\) and \(U^\dagger=U\), and \(UX|b\rangle=(-1)^{1-\mu}|\lambda_4,-\lambda_3\rangle\). The signs multiply to \(-(-1)^{\lambda-\mu}(-1)^{1-\mu}=(-1)^\lambda\):

\[
f_{\lambda_3\lambda_4;\lambda_1\lambda_2}(\theta)=(-1)^\lambda f_{\lambda_4\lambda_3;\lambda_1\lambda_2}(\pi-\theta).
\]

In particular \(\phi_3(\theta)=-\phi_4(\pi-\theta)\) and \(\phi_5(\theta)=-\phi_5(\pi-\theta)\). This connects two different angles and does not lower the count at a generic one.

## (g) Completeness and special angles

**Could a further linear relation have been missed? At which angles does the count drop?**

*Answer.* Relations at one configuration \((\mathbf k',\mathbf k)\) come from the symmetry operations that return it to itself. For non-collinear momenta these are parity, exchange and time reversal, each combined with the half turn found above, and their products. Take any matrix satisfying the resulting relations. The symmetry operations carry it without contradiction to every configuration with the same \(k\) and \(\theta\), and a smooth factor depending on \(\theta\) extends it to neighbouring angles. For antisymmetrized amplitudes the values at \(\pi-\theta\) are then fixed by those at \(\theta\). Every solution thus belongs to an allowed amplitude, and no relation is missing.

The numerical output gives an independent check. Operators conserving total angular momentum were built from partial waves. With parity and time reversal imposed, and antisymmetry for the identical pair, the ranks of their helicity amplitudes at 60 degrees are 2, 6 and 5 for the three cases.

Extra relations appear when more operations preserve the configuration:

- At \(\theta=0\), rotations about \(z\) do so. Then \(M\) conserves \(S_z\) and \(R=1\), so \(\lambda=\mu\) is required. This removes \(\phi_4,\phi_5,\phi_6\) and leaves three amplitudes for either kind of pair. For spin 1/2 on spin 0, only \(f_{+;+}\) is left.
- At \(\theta=\pi\), \(M\) again conserves \(S_z\), but \(R=U\) reverses it, so \(\mu=-\lambda\). For pairs, \(\phi_1,\phi_2,\phi_4\) survive.
- At \(\theta=\pi/2\), antisymmetrization gives \(\phi_5=0\) and \(\phi_4=-\phi_3\). Identical fermions then have three amplitudes, while distinct particles keep six.

## (h) A numerical case

**Let both particles have the electron mass, so the reduced mass is \(m_r=1/2\), and let**

\[
V=e^{-r^2/2a^2}\Big[V_c+V_s\,\boldsymbol\sigma_1\!\cdot\!\boldsymbol\sigma_2+\frac{V_t}{a^2}\Big(\boldsymbol\sigma_1\!\cdot\!\mathbf r\,\boldsymbol\sigma_2\!\cdot\!\mathbf r-\frac{r^2}{3}\boldsymbol\sigma_1\!\cdot\!\boldsymbol\sigma_2\Big)+V_{so}\mathbf L\!\cdot\!\mathbf S+V_a\mathbf L\!\cdot\!(\mathbf s_1-\mathbf s_2)\Big].
\]

**Take \(a=1\) Å, \(V_c=-1.0\), \(V_s=0.4\), \(V_t=0.3\), \(V_{so}=0.2\), \(V_a=0.1\) eV, a centre-of-mass energy \(E=10\) eV and \(\theta=60^\circ\). In first Born approximation, find what separates \(\phi_6\) from \(-\phi_5\), and compare distinct with identical particles. Treat also spin 1/2 on spin 0 with \(V_c\) and \(V_{so}\) alone.**

*Answer.* The Born amplitude is \(M=-(m_r/2\pi)\int e^{-i\mathbf k'\cdot\mathbf r}Ve^{i\mathbf k\cdot\mathbf r}d^3r\). The Gaussian has the transform

\[
G(q)=(2\pi)^{3/2}a^3e^{-q^2a^2/2},\qquad \int\mathbf r\,e^{-r^2/2a^2}e^{-i\mathbf q\cdot\mathbf r}d^3r=i\nabla_qG=-ia^2\mathbf q\,G .
\]

Since \(\mathbf L\,e^{i\mathbf k\cdot\mathbf r}=(\mathbf r\times\mathbf k)e^{i\mathbf k\cdot\mathbf r}\), the orbital factor becomes

\[
-ia^2G\,\mathbf q\times\mathbf k=ia^2G\,\mathbf k\times\mathbf k'=ia^2Gk^2\sin\theta\,\hat{\mathbf y}.
\]

Every term except \(V_a\) is unchanged when the particles are interchanged, so by (X) it contributes nothing to \(\phi_5+\phi_6\). The \(V_a\) term is \(M_a=\tfrac i2\Delta(\sigma_{1y}-\sigma_{2y})\) with

\[
\Delta=-\frac{m_r}{2\pi}V_a\,a^2G(q)\,k^2\sin\theta .
\]

The initial states of \(\phi_5\) and \(\phi_6\) are \(|++\rangle\) and \(|--\rangle\) in \(z\) projections, and the final state is \(|+-\rangle\). From \(i\sigma_y|+\rangle=-|-\rangle\) and \(i\sigma_y|-\rangle=|+\rangle\),

\[
M_a\big(|++\rangle+|--\rangle\big)=\Delta\big(|+-\rangle-|-+\rangle\big).
\]

The result is a spin singlet, which \(R^\dagger\) leaves unchanged, so \(\phi_5+\phi_6=\Delta\). In this model the sum \(\phi_5+\phi_6\) measures the mixing of singlet and triplet.

For the numbers, \(k=1.1456\) Å\(^{-1}\), \(q=2k\sin30^\circ=k\) and \(G=8.171\) Å\(^3\). Since \(E=k^2/2m_r\), the common factor is

\[
\frac{m_rG}{2\pi}=\frac{k^2G}{4\pi E}=\frac{1.3124\times8.171}{125.66}=0.0853\ \text{Å/eV},
\]
\[
\Delta=-0.0853\times0.1\times1.3124\times0.8660=-0.0097\ \text{Å}.
\]

For spin 1/2 on spin 0, \(g=0.0853\) Å. The coefficient \(h\) contains \(V_{so}/2=0.1\) eV in place of \(V_a\), so it equals \(\Delta\) through the choice of parameters. Then

\[
f_{+;+}=0.8660\,g-0.5\,h=0.0788\ \text{Å},\qquad f_{+;-}=0.5\,g+0.8660\,h=0.0343\ \text{Å}.
\]

The turning of the momentum alone would give a flip amplitude \(0.5\,g=0.0427\) Å; the spin-orbit force reduces it to 0.0343 Å.

For the identical pair, \(V_a\) must vanish and \(M\) is antisymmetrized. The amplitudes in Å are:

| | distinct | identical |
|---|---:|---:|
| \(\phi_1\) | 0.1291 | 0.1690 |
| \(\phi_2\) | −0.0587 | −0.0693 |
| \(\phi_3\) | 0.0384 | 0.0100 |
| \(\phi_4\) | 0.0352 | 0.0318 |
| \(\phi_5\) | −0.0173 | −0.0091 |
| \(\phi_6\) | 0.0076 | 0.0091 |

In the distinct column \(\phi_5+\phi_6=-0.0097\) Å, as derived; in the identical column the sum vanishes. The formula of part (e) gives 0.0118 Å\(^2\)/sr (0.042 bohr\(^2\)/sr) for the distinct pair and 0.0174 Å\(^2\)/sr (0.062 bohr\(^2\)/sr) for the identical pair, where either particle may enter the detector. The two columns differ both by the exchange term and by the absence of \(V_a\).

The Born amplitudes of this model are real at every angle, so the forward amplitude has no imaginary part, whereas the optical theorem demands a positive one whenever scattering occurs. First Born approximation thus violates unitarity at second order in \(V\). The linear relations hold nevertheless, because they rest on the symmetries of \(V\) and not on its strength.

## Computed values

```
Independent amplitudes at 60 degrees (rank; pure numbers)
columns: rotation | +parity | +time reversal | +both
  spin 1/2 on spin 0: 4 | 2 | 3 | 2
  distinct spin-1/2 pair: 16 | 8 | 10 | 6
  identical spin-1/2 pair: 10 | 6 | 7 | 5
  spin 1/2 on spin 1: 36 | 18 | 21 | 12
Special angles, parity and time reversal included:
  spin 1/2 on 0, forward: 1
  distinct pair, forward: 3
  identical pair, forward: 3
  distinct pair, 90 degrees: 6
  identical pair, 90 degrees: 3
Largest violation of the derived relations < 1e-10: True
Born example, both masses = electron mass
  centre-of-mass energy = 10.0 eV, angle = 60.0 degrees
  Gaussian range a = 1.0 angstrom
  central strength = -1.0 eV
  spin-spin strength = 0.4 eV
  tensor strength = 0.3 eV
  spin-orbit strength = 0.2 eV
  antisymmetric spin-orbit strength = 0.1 eV
  wave number k = 1.14558 1/angstrom
  momentum transfer q = 1.14558 1/angstrom
  Gaussian transform G(q) = 8.17144 angstrom^3
Spin 1/2 on spin 0:
  g = 0.085337 angstrom, h = -0.009699 angstrom
  f(+;+) = 0.078753 angstrom
  f(+;-) = 0.034269 angstrom
Spin-1/2 pairs: distinct | identical (antisymmetrized), angstrom
  phi1 = 0.129069 | 0.168980
  phi2 = -0.058672 | -0.069298
  phi3 = 0.038401 | 0.009976
  phi4 = 0.035199 | 0.031753
  phi5 = -0.017322 | -0.009115
  phi6 = 0.007623 | 0.009115
  distinct: phi5+phi6 = -0.009699 angstrom
  distinct: closed form of phi5+phi6 = -0.009699 angstrom
Identical pair at 90 degrees:
  phi1 = 0.143890 angstrom
  phi2 = -0.050922 angstrom
  phi3 = -0.023242 angstrom
  phi4 = 0.023242 angstrom
  |phi5| below 1e-12 bohr: True
Unpolarized differential cross sections at 60 degrees:
  spin 1/2 on spin 0: 0.007376 angstrom^2/sr = 0.026342 bohr^2/sr
  distinct pair: 0.011766 angstrom^2/sr = 0.042016 bohr^2/sr
  identical pair: 0.017398 angstrom^2/sr = 0.062130 bohr^2/sr
```
